# Does the degenerate Seebeck formula depend on how electrons are scattered?

## Question

For the Seebeck coefficient of a metal or a heavily doped semiconductor I use

$$
S_0=\frac{8\pi^2k^2T\,m^*}{3e h^2}\left(\frac{\pi}{3n}\right)^{2/3},
$$

with $k$ the Boltzmann constant, $n$ the electron density and $m^*$ the effective mass. It contains no relaxation time. I took this to mean that it holds for any scattering mechanism, since $\tau$ appears in both the numerator and the denominator of $S$ and should cancel.

To check this, I evaluated the transport integrals for a parabolic band with $m^*=0.5\,m_e$, $n=10^{21}\ \mathrm{cm^{-3}}$ and $T=300$ K, using a constant $\tau$. The formula gives 10.05 µV/K, but the integrals give 15.06 µV/K. The electron gas is strongly degenerate, so I don't think temperature corrections are to blame. Which of the two is wrong?

## Answer

Neither number is wrong; they belong to different scattering laws. The magnitude of $\tau$ cancels from $S$, but its dependence on energy does not. Your formula has one particular energy dependence built into it, and it is not constant $\tau$. To see which one it is, start from the condition of zero current.

### From zero current to the Seebeck coefficient

Take one isotropic parabolic band in three dimensions, $E=\hbar^2k_e^2/2m^*$, with two spin states per wave vector $\mathbf k_e$ (the subscript distinguishes it from the Boltzmann constant). Electrons have charge $-e$, with $e>0$. Scattering is described by a relaxation time $\tau(E)$, and the phonons are taken to be in equilibrium, so there is no phonon drag.

With a field $F$ and a temperature gradient, both along $x$, the linearized steady-state Boltzmann equation gives the deviation from the local Fermi function $f_0$:

$$
\delta f=-\tau\left[v_x\frac{\partial f_0}{\partial x}-\frac{eF}{\hbar}\frac{\partial f_0}{\partial k_x}\right].
$$

The function $f_0$ depends on position through $(E-\mu)/kT$, where both $\mu$ and $T$ vary. Writing $f_0'=\partial f_0/\partial E$, the chain rule gives

$$
\frac{\partial f_0}{\partial x}=(-f_0')\left[\frac{d\mu}{dx}+\frac{E-\mu}{T}\frac{dT}{dx}\right],\qquad
\frac{\partial f_0}{\partial k_x}=\hbar v_xf_0'.
$$

Inserting both,

$$
\delta f=-\tau v_x(-f_0')\left[eF+\frac{d\mu}{dx}+\frac{E-\mu}{T}\frac{dT}{dx}\right].
$$

A voltmeter responds to the electrochemical potential, so the relevant field is $\mathcal F=F+(1/e)\,d\mu/dx$. The first two terms in the bracket are therefore $e\mathcal F$.

The current density is $J=-e\sum v_x\,\delta f$, summed over states per unit volume. Averaging over directions replaces $v_x^2$ by $v^2/3$. With $g(E)$ the density of states per volume, both spins included, define

$$
\sigma(E)=\frac{e^2}{3}\,g(E)\,v^2\,\tau(E).
$$

Then

$$
J=\mathcal F\int\sigma(E)(-f_0')\,dE+\frac{1}{eT}\frac{dT}{dx}\int\sigma(E)(E-\mu)(-f_0')\,dE .
$$

Setting $J=0$ and defining $S$ by $\mathcal F=S\,dT/dx$,

$$
S=-\frac{1}{eT}\,\frac{\int\sigma(E)(E-\mu)(-f_0')\,dE}{\int\sigma(E)(-f_0')\,dE}.
$$

Here one sees what cancels. Replacing $\tau(E)$ by $C\tau(E)$, with $C$ independent of energy, leaves $S$ unchanged. Changing the shape of $\tau(E)$ can change the balance between electrons above and below $\mu$, and $S$ measures this balance.

### The degenerate limit

Let $x=(E-\mu)/kT$ from here on. The weight $(-f_0')\,dE$ becomes $w(x)\,dx$ with $w=e^x/(e^x+1)^2$, which is even in $x$ and has unit area. For $kT\ll\mu$ the lower limit may be moved to $-\infty$ with an exponentially small error. The second moment follows by expanding $w$ in powers of $e^{-x}$ for $x>0$:

$$
\langle x^2\rangle=2\sum_{j\ge1}(-1)^{j+1}j\int_0^\infty x^2e^{-jx}dx
=4\sum_{j\ge1}\frac{(-1)^{j+1}}{j^2}=\frac{\pi^2}{3}.
$$

If $\sigma(E)$ is nearly linear over several $kT$ on either side of $\mu$, then $\sigma(E)\approx\sigma(\mu)+kTx\,\sigma'(\mu)$. The denominator of $S$ is $\sigma(\mu)$ to leading order. In the numerator the constant term vanishes by symmetry and the linear term gives $(kT)^2\sigma'(\mu)\pi^2/3$. At this order $\mu$ may be replaced by the Fermi energy $E_F$, so

$$
S=-\frac{\pi^2k^2T}{3e}\left.\frac{d\ln\sigma}{dE}\right|_{E_F}
=-\frac{\pi^2k^2T}{3eE_F}\,p,\qquad
p=\left.\frac{d\ln\sigma}{d\ln E}\right|_{E_F}.
$$

Now express the prefactor through $n$. Filling a sphere of radius $k_F$ with two spins gives $n=k_F^3/3\pi^2$, hence

$$
E_F=\frac{\hbar^2}{2m^*}(3\pi^2n)^{2/3}
=\frac{h^2}{8\pi^2m^*}(3\pi^2n)^{2/3}
=\frac{h^2}{8m^*}\left(\frac{3n}{\pi}\right)^{2/3}.
$$

The last step uses $\pi^{-2}=(\pi^{-3})^{2/3}$. Therefore

$$
\frac{\pi^2k^2T}{3eE_F}=\frac{8\pi^2k^2Tm^*}{3eh^2}\left(\frac{\pi}{3n}\right)^{2/3}=S_0,
\qquad S=-p\,S_0 .
$$

Your formula is thus the magnitude of $S$ for $p=1$, that is, for a $\sigma(E)$ whose logarithmic slope at the Fermi energy is one.

### Which scattering law has $p=1$?

The number of states per volume below energy $E$ is $k_e^3/3\pi^2$, so $g=(k_e^2/\pi^2)\,dk_e/dE=k_e^2/(\pi^2\hbar v)$. Hence

$$
g\,v=\frac{k_e^2}{\pi^2\hbar}=\frac{2m^*E}{\pi^2\hbar^3}.
$$

With the mean free path $l=v\tau$,

$$
\sigma(E)=\frac{e^2}{3}(gv)\,l=\frac{2e^2m^*}{3\pi^2\hbar^3}\,E\,l(E),
\qquad p=1+\left.\frac{d\ln l}{d\ln E}\right|_{E_F}.
$$

A mean free path independent of energy gives $p=1$ and hence $S_0$. It may still depend on temperature and density, because the derivative is taken with respect to energy at fixed $T$ and $n$.

In terms of the relaxation time, $v\propto E^{1/2}$ gives

$$
S=-S_0\left(\frac32+r\right),\qquad r=\left.\frac{d\ln\tau}{d\ln E}\right|_{E_F}.
$$

Three power laws show the range:

| Law | $r$ | $\lvert S\rvert/S_0$ |
|---|---:|---:|
| constant $l$ | $-1/2$ | $1$ |
| constant $\tau$ | $0$ | $3/2$ |
| $\tau\propto E^{3/2}$ | $3/2$ | $3$ |

The first law arises when elastic scattering has an energy-independent matrix element: the rate is then proportional to the density of final states, $1/\tau\propto E^{1/2}$. The third is the simple law for charged impurities. A cross section falling as $E^{-2}$, multiplied by the speed, gives $1/\tau\propto E^{-3/2}$ if the energy dependence of the screening factor is ignored. That dependence is weak only when the screening length is much longer than $1/k_F$; stronger screening makes $r$ smaller than $3/2$. In a heavily doped semiconductor the two lengths are often comparable, and the factor 3 in the table is then too large.

### What "constant mean free path" has to mean

At leading order the formula requires less than a constant $l$ at all energies. It is enough that $l(E)$ has zero slope at $E_F$. For $l\propto1+(E/E_F-1)^2$, which varies away from the Fermi energy, the transport integrals at 60 K give $|S|/S_0=1.0005$.

The same reasoning handles several mechanisms. If their rates add, $1/\tau=\sum_i1/\tau_i$, differentiation with respect to $\ln E$ gives $-r/\tau=-\sum_ir_i/\tau_i$, or

$$
r=\frac{\sum_i r_i/\tau_i}{\sum_i1/\tau_i},
$$

with all quantities taken at $E_F$. Two mechanisms with equal rates there and exponents $-1/2$ and $3/2$ have $r=1/2$, so the predicted factor is 2. The integrals at 60 K give 1.9996.

### Your numbers

For your parameters $E_F=0.7293$ eV and $kT=0.02585$ eV, so $E_F/kT=28.21$. With $k/e=86.17$ µV/K,

$$
S_0=\frac{\pi^2}{3}\,\frac{86.17}{28.21}\ \mathrm{\mu V/K}=10.05\ \mathrm{\mu V/K}.
$$

Constant $\tau$ multiplies this by $3/2$, giving 15.07 µV/K. Your integral gave 15.06 µV/K, and the small remainder is a temperature correction, treated below.

It may seem odd that a modest energy dependence of $\tau$ matters so much. Between $E_F-kT$ and $E_F+kT$, a constant mean free path makes $\tau$ fall by 3.55% of its value at $E_F$. But $S$ depends on the change of $\sigma(E)$ across this window, and that change is itself small: 10.63% for constant $\tau$ and 7.09% for constant $l$. The fall in $\tau$ removes one third of the slope, and therefore one third of $S$.

The distinction also matters when a mass is extracted. Because $S_0\propto m^*$, inserting a measured $|S|$ and a known $n$ into your formula returns $m^*(3/2+r)$ at leading order. Your constant-$\tau$ value would yield $0.749\,m_e$, although the band has $0.5\,m_e$. The Seebeck coefficient and the density alone cannot separate the mass from the scattering exponent; one of the two must be known independently. This also assumes a single Fermi sphere. With $N$ equivalent spherical valleys, each holds only $n/N$ electrons per volume, which lowers $E_F$, and the returned value is larger by a further factor $N^{2/3}$.

### How large are the temperature corrections?

For a power law $\sigma\propto E^p$, put $\eta=\mu/kT$ and expand $(1+x/\eta)^p$ to third order. The series used for $\langle x^2\rangle$ also gives $\langle x^4\rangle=7\pi^4/15$. Dividing numerator by denominator,

$$
|S|=\frac{k}{e}\,\frac{p\pi^2}{3\eta}\;
\frac{1+\dfrac{7\pi^2(p-1)(p-2)}{30\eta^2}}{1+\dfrac{\pi^2p(p-1)}{6\eta^2}}
\approx\frac{k}{e}\,\frac{p\pi^2}{3\eta}\left[1+\frac{\pi^2(p-1)(p-7)}{15\eta^2}\right],
$$

because $7(p-2)-5p=2(p-7)$.

At fixed density $\mu$ also shifts. Integrating the density by parts gives $E_F^{3/2}=\int E^{3/2}(-f_0')\,dE\approx\mu^{3/2}(1+\pi^2/8\eta^2)$. Hence $\mu\approx E_F[1-(\pi^2/12)(kT/E_F)^2]$, and $1/\eta$ is larger than $kT/E_F$ by the corresponding factor. Altogether

$$
|S|\approx pS_0\left[1+\pi^2c\left(\frac{kT}{E_F}\right)^2\right],\qquad
c=\frac1{12}+\frac{(p-1)(p-7)}{15}.
$$

For constant $l$, $c=0.0833$; for constant $\tau$, $c=-0.1000$. In your example $\pi^2(kT/E_F)^2=0.0124$, so the corrections are $+0.10\%$ and $-0.12\%$ of the respective leading values. The integrals agree: $|S|/S_0$ is 1.0010 and 1.4981. You were right that temperature cannot explain a discrepancy of 50% of the formula's value.

### The nondegenerate limit

The factor $3/2$ does not carry over to a dilute electron gas. There $-f_0'\propto e^{-E/kT}$, and for $\sigma\propto E^p$ with $p>-1$ the mean energy of the conducting electrons is

$$
\frac{\langle E\rangle}{kT}=\frac{\int_0^\infty u^{p+1}e^{-u}du}{\int_0^\infty u^pe^{-u}du}=p+1,
\qquad |S|=\frac ke\left(p+1-\frac{\mu}{kT}\right),
$$

where the first integral has been integrated by parts. At given $n$ and $T$ the chemical potential does not depend on the scattering. Constant $\tau$ and constant $l$ therefore differ by an additive amount, $k/2e=43.09$ µV/K.

With the same mass and temperature but $n=10^{16}\ \mathrm{cm^{-3}}$, $\mu/kT=-6.788$. The integrals give 757.3 µV/K for constant $l$ and 800.4 µV/K for constant $\tau$, a ratio of 1.057. The degenerate formula would give about 22 mV/K here, which is meaningless because its condition $kT\ll E_F$ is violated.

### Conditions for using the formula

The derivation above used $gv\propto E$, which holds for a three-dimensional parabolic band. For a nonparabolic but isotropic band with a single Fermi sphere, $gv=k_e^2/(\pi^2\hbar)$ is still valid, and a constant mean free path gives $d\ln\sigma/dE=2/(\hbar k_Fv_F)$ at $E_F$, with $v_F$ the speed there. The leading-order result is then again $S_0$, provided that $m^*$ means $\hbar k_F/v_F$ and not the mass at the band edge. For other band shapes or scattering laws, return to $d\ln\sigma/dE$ and calculate the slope afresh. That expression in turn needs a $\sigma(E)$ that is nearly linear over several $kT$ on either side of $E_F$; it was derived here for scattering described by $\tau(E)$. Phonon drag would add a separate contribution.

As an independent check, the zero-current condition was also solved with the gradients of the Fermi function taken by finite differences. For all three laws in the table, at 60 K and 300 K, the result agreed with the transport integrals to within 0.02%. At 60 K its magnitude agreed with $S_0(3/2+r)$ to within 0.1%. The program asserts these agreements; the values it prints are those of the transport integrals.

## Numbers as computed

```
effective mass: 0.50 m_e
density: 1.0e+21 cm^-3
temperature: 300 K
Fermi energy: 0.7293 eV
kT: 0.02585 eV
EF/kT: 28.21
k/e: 86.173 microvolt/K
S0 from the formula: 10.050 microvolt/K
constant mean free path: leading |S| = 10.050 microvolt/K
constant mean free path: full |S| = 10.060 microvolt/K
constant mean free path: full |S|/S0 = 1.0010
constant mean free path: correction coefficient c = 0.0833
constant tau: leading |S| = 15.074 microvolt/K
constant tau: full |S| = 15.055 microvolt/K
constant tau: full |S|/S0 = 1.4981
constant tau: correction coefficient c = -0.1000
tau ~ E^(3/2): leading |S| = 30.149 microvolt/K
tau ~ E^(3/2): full |S| = 29.982 microvolt/K
tau ~ E^(3/2): full |S|/S0 = 2.9834
tau ~ E^(3/2): correction coefficient c = -0.4500
full ratio, constant tau / constant path: 1.4966
mass inferred by S0 from constant-tau S: 0.749 m_e
changes from EF-kT to EF+kT, relative to the value at EF:
  tau at constant path: -3.55 %
  sigma(E) at constant path: 7.09 %
  sigma(E) at constant tau: 10.63 %
temperature of the local-slope checks: 60 K
|S|/S0, path stationary at EF: 1.0005
|S|/S0, equal rates r=-1/2 and r=3/2: 1.9996
dilute density: 1.0e+16 cm^-3, at 300 K
dilute mu/kT: -6.788
dilute |S|, constant mean free path: 757.31 microvolt/K
dilute |S|, constant tau: 800.39 microvolt/K
dilute difference: 43.08 microvolt/K
k/(2e): 43.09 microvolt/K
dilute ratio: 1.0569
S0 misapplied to dilute case: 21651 microvolt/K
```
